\section*{The su(1,1) algebra of the radial oscillator and its r² matrix elements}

\section{What symmetry and dimensions already fix}

A particle of mass $m$ moves in three dimensions in the potential $m\omega^2r^2/2$. The only length that can be built from $\hbar$, $m$ and $\omega$ is $b=\sqrt{\hbar/(m\omega)}$. The operator $r^2$ is a scalar, so it commutes with $\mathbf L$: it changes neither $l$ nor $m_l$, and its elements do not depend on $m_l$. Hence
\begin{equation}
\langle n'l'm_l'|r^2|n\,l\,m_l\rangle=b^2\,\delta_{l'l}\,\delta_{m_l'm_l}\,F_l(n',n),
\end{equation}
with a pure number $F_l$ still to be found. From here on lengths are in units of $b$, momenta in $\hbar/b$, energies in $\hbar\omega$ and times in $1/\omega$, so that $H=(p^2+r^2)/2$ and $[r_i,p_j]=i\delta_{ij}$.

The motion restricts $F_l$ further. The Heisenberg equations are linear and give $\mathbf r(t)=\mathbf r\cos t+\mathbf p\sin t$. Squaring, and keeping the order of the operators,
\begin{equation}
r^2(t)=\tfrac12(r^2+p^2)+\tfrac12(r^2-p^2)\cos2t+D\sin2t,\qquad
D=\tfrac12(\mathbf r\cdot\mathbf p+\mathbf p\cdot\mathbf r).
\label{motion}
\end{equation}
An element of $r^2(t)$ between energies $E'$ and $E$ varies as $e^{i(E'-E)t}$. It can therefore be nonzero only for $E'-E=0,\pm2$. The three operators in (\ref{motion}) are the ones whose algebra will supply the numbers.

\section{Simple case: one dimension}

Take one coordinate $x$, with $D=(xp+px)/2$. From $[x^2,p]=2ix$ and $[x,p^2]=2ip$,
\begin{align}
[x^2,p^2]&=[x^2,p]\,p+p\,[x^2,p]=2i(xp+px)=4iD,\\
[D,x^2]&=\tfrac12\left(x[p,x^2]+[p,x^2]x\right)=-2ix^2,\\
[D,p^2]&=\tfrac12\left([x,p^2]p+p[x,p^2]\right)=2ip^2 .
\end{align}
The set closes. With $a=(x+ip)/\sqrt2$ and $N=a^\dagger a$, define $K_0=H/2=(N+\tfrac12)/2$. The operator $K_-=a^2/2$ lowers $K_0$ by one, since it removes two quanta. It annihilates two states, $N=0$ and $N=1$, at which $K_0=1/4$ and $3/4$. One dimension thus contains two separate ladders, the even and the odd states.

The elements of $x^2=(a+a^\dagger)^2/2$ are
\begin{equation}
\langle N|x^2|N\rangle=N+\tfrac12,\qquad
\langle N+2|x^2|N\rangle=\tfrac12\sqrt{(N+1)(N+2)} .
\label{oned}
\end{equation}
For the odd ladder put $N=2n+1$. The elements become $2n+\tfrac32$ and $\sqrt{(n+1)(n+\tfrac32)}$. These are a limit for the three-dimensional answer: at $l=0$ the function $u=rR$ obeys the one-dimensional oscillator equation on $r>0$ with $u(0)=0$, which selects the odd states.

\section{Three dimensions: closure}

Different Cartesian components commute, so the one-dimensional commutators add up:
\begin{equation}
[r^2,p^2]=4iD,\qquad [D,r^2]=-2ir^2,\qquad [D,p^2]=2ip^2 .
\label{closure}
\end{equation}
The symmetrized product matters. Since $\mathbf r\cdot\mathbf p-\mathbf p\cdot\mathbf r=3i$,
\begin{equation}
\mathbf r\cdot\mathbf p=D+\tfrac{3i}{2},\qquad [r^2,p^2]=4i\,\mathbf r\cdot\mathbf p+6 .
\end{equation}
The operator $\mathbf r\cdot\mathbf p$ is not Hermitian, and with it the set closes only if the identity is added. With $D$ no constant appears. All three operators are scalars and commute with $\mathbf L$.

Now choose the Hermitian combinations
\begin{equation}
K_0=\tfrac14(p^2+r^2),\qquad K_1=\tfrac14(r^2-p^2),\qquad K_2=-\tfrac12D .
\end{equation}
Equation (\ref{closure}) gives
\begin{align}
[K_0,K_1]&=\tfrac1{16}\left([p^2,r^2]-[r^2,p^2]\right)=-\tfrac18\,(4iD)=iK_2,\\
[K_1,K_2]&=\tfrac18[D,r^2-p^2]=-\tfrac i4(r^2+p^2)=-iK_0,\\
[K_2,K_0]&=-\tfrac18[D,p^2+r^2]=\tfrac i4(r^2-p^2)=iK_1 .
\end{align}
These are the relations of su(1,1). The minus sign in the second line distinguishes them from those of angular momentum. For $K_\pm=K_1\pm iK_2$ they become
\begin{equation}
[K_0,K_\pm]=\pm K_\pm,\qquad [K_-,K_+]=2i[K_1,K_2]=2K_0 .
\end{equation}

With $\mathbf a=(\mathbf r+i\mathbf p)/\sqrt2$ one has $\mathbf a^\dagger\cdot\mathbf a=(r^2+p^2-3)/2$, so
\begin{equation}
K_0=\tfrac12\left(\mathbf a^\dagger\cdot\mathbf a+\tfrac32\right)\ge\tfrac34,\qquad
K_+=\tfrac12\,\mathbf a^\dagger\cdot\mathbf a^\dagger .
\label{bound}
\end{equation}
The raising operator adds two quanta coupled to a scalar, which is why it raises the energy by two units and leaves $l$ alone.

\section{The Casimir operator and the index}

The operator $C=K_0^2-K_1^2-K_2^2$ commutes with all three generators. In $K_0^2-K_1^2$ the terms $p^4$ and $r^4$ cancel and the cross terms add:
\begin{equation}
C=\tfrac18(r^2p^2+p^2r^2)-\tfrac14D^2 .
\label{cas1}
\end{equation}
To bring in $\mathbf L$, write out the square of the cross product, with repeated indices summed:
\begin{equation}
L^2=r_jp_kr_jp_k-r_jp_kr_kp_j .
\end{equation}
Moving each momentum to the right of the coordinate next to it gives
\begin{align}
r_jp_kr_jp_k&=r^2p^2-i\,\mathbf r\cdot\mathbf p,\\
r_jp_kr_kp_j&=r_jr_kp_kp_j-3i\,\mathbf r\cdot\mathbf p
=(\mathbf r\cdot\mathbf p)^2-2i\,\mathbf r\cdot\mathbf p .
\end{align}
The last step uses $(\mathbf r\cdot\mathbf p)^2=r_jr_kp_kp_j-i\,\mathbf r\cdot\mathbf p$. Subtracting the two lines and solving for $r^2p^2$,
\begin{align}
r^2p^2&=L^2+(\mathbf r\cdot\mathbf p)^2-i\,\mathbf r\cdot\mathbf p\nonumber\\
&=L^2+\left(D^2+3iD-\tfrac94\right)-\left(iD-\tfrac32\right)
=L^2+D^2+2iD-\tfrac34 .
\end{align}
By (\ref{closure}), $p^2r^2=r^2p^2-4iD=L^2+D^2-2iD-\tfrac34$. The terms linear in $D$ cancel in the sum, and (\ref{cas1}) becomes
\begin{equation}
C=\tfrac14\left(L^2+D^2-\tfrac34\right)-\tfrac14D^2=\tfrac14L^2-\tfrac3{16} .
\label{casimir}
\end{equation}

In a sector of fixed $l$ and $m_l$, $C$ is therefore a number. Take any eigenstate of $K_0$ in the sector and apply $K_-$ repeatedly. Each step lowers $K_0$ by one, and the bound in (\ref{bound}) forces the sequence to end at a state with $K_-|\text{low}\rangle=0$. Let $K_0=\kappa$ there. The product
\begin{equation}
K_+K_-=K_1^2+K_2^2-i[K_1,K_2]=K_0^2-K_0-C
\end{equation}
vanishes on this state, so $C=\kappa(\kappa-1)$. With (\ref{casimir}),
\begin{equation}
\kappa(\kappa-1)=\frac{l(l+1)}4-\frac3{16}=\frac{(l+\frac32)(l-\frac12)}4 .
\end{equation}
The roots are $\kappa=(l+\tfrac32)/2$ and $\kappa=(\tfrac12-l)/2$. The second is at most $1/4$, and the bound $K_0\ge3/4$ excludes it for every $l$. The Bargmann index is
\begin{equation}
k=\tfrac12\left(l+\tfrac32\right).
\end{equation}

\subsection*{The limit $l=0$}

At $l=0$ the roots are $3/4$ and $1/4$, the two one-dimensional ladders. Positivity of $\kappa$ alone would not decide between them. The rejected root belongs to $R=e^{-r^2/2}/r$, for which $u=rR$ is the even ground state of the line. It is normalizable: $\int_0^\infty r^2R^2\,dr=\sqrt\pi/2\approx0.886$. Its kinetic energy in three dimensions is not finite, because
\begin{equation}
\int_\varepsilon^\infty r^2\left(\frac{dR}{dr}\right)^2dr
=\int_\varepsilon^\infty\left(r+\frac1r\right)^2e^{-r^2}\,dr
\end{equation}
grows as $1/\varepsilon$. Numerical quadrature gives 1000.4 for $\varepsilon=10^{-3}$ and 10000.4 for $\varepsilon=10^{-4}$. At $l=0$ the index thus rests on the commutators together with the requirement that the wave function be regular at the origin. For $l\ge1$ the second root is negative, and the positivity of $K_0$ is enough to exclude it.

\section{One ladder in each sector}

The sum $K_-+K_0$ contains no $p^2$. Since $i\,\mathbf r\cdot\mathbf p=r\,\partial_r$, one has $iD=r\,\partial_r+\tfrac32$ and
\begin{equation}
K_-+K_0=\tfrac12(r^2+iD)=\tfrac12\left(r^2+r\,\partial_r+\tfrac32\right).
\end{equation}
On the lowest state this operator equals $k$, so
\begin{equation}
r\frac{dR}{dr}=\left(2k-\tfrac32-r^2\right)R=(l-r^2)R,\qquad R_0\propto r^l e^{-r^2/2}.
\label{lowest}
\end{equation}
A first-order equation has one solution up to a factor, so there is one lowest state for each $l$ and $m_l$.

The ladder built on it fills the sector. The eigenstates of $H$ form a complete set and can be chosen with definite $l$ and $m_l$. Suppose one of them were orthogonal to the whole ladder. Because $K_+$ maps the ladder into itself, the states obtained from it with $K_-$ would also be orthogonal to the ladder. Yet they would end at a lowest state, which by (\ref{lowest}) belongs to the ladder. This is a contradiction.

Label the normalized states $|n\rangle$, $n=0,1,2,\dots$, with $K_0|n\rangle=(n+k)|n\rangle$. Then
\begin{equation}
E_n=2(n+k)=2n+l+\tfrac32 .
\end{equation}
The levels of a sector are nondegenerate and ordered by $n$, so by the oscillation theorem for the radial equation $n$ counts the radial nodes. The norm of $K_+|n\rangle$ follows from $K_-K_+=K_0^2+K_0-C$:
\begin{align}
\langle n|K_-K_+|n\rangle&=(n+k)(n+k+1)-k(k-1)\nonumber\\
&=n^2+2nk+n+2k=(n+1)(n+2k).
\end{align}
Choosing the phase of each new state so that the element of $K_+$ is positive,
\begin{equation}
K_+|n\rangle=\sqrt{(n+1)(n+2k)}\,|n+1\rangle .
\label{raise}
\end{equation}

\section{The elements of $r^2$}

From the definitions, $r^2=2(K_0+K_1)=2K_0+K_++K_-$. With (\ref{raise}) and $b$ restored,
\begin{align}
\langle n|r^2|n\rangle&=b^2\left(2n+l+\tfrac32\right),\label{diag}\\
\langle n+1|r^2|n\rangle&=b^2\sqrt{(n+1)\left(n+l+\tfrac32\right)} .\label{off}
\end{align}
The transposed elements are equal, and all others in the sector vanish. No radial integral was needed. At $l=0$ the elements are those of the odd ladder in (\ref{oned}).

The sign in (\ref{off}) depends on the phase convention. Replacing $iD$ by $-iD$ in the sum above gives
\begin{equation}
K_+=\tfrac12\left(r^2-r\,\partial_r-\tfrac32\right)-K_0 .
\end{equation}
Near the origin $R_n$ is proportional to $r^l$, and the coefficient of $r^l$ is multiplied by $-\tfrac12(l+\tfrac32)-(n+k)=-(n+2k)$. The sign at the origin thus alternates along the ladder. For example, $K_+R_0=(r^2-l-\tfrac32)R_0$ is negative at small $r$. If all radial functions are taken positive near the origin, (\ref{off}) acquires a minus sign and (\ref{diag}) is unchanged.

\subsection*{The classical limit}

A classical orbit is an ellipse with semi-axes $\alpha\ge\beta$. With time counted from a passage through the end of the major axis, $r^2=\alpha^2\cos^2t+\beta^2\sin^2t$. Its energy is $E=(\alpha^2+\beta^2)/2$ and its angular momentum has magnitude $L=\alpha\beta$. Therefore
\begin{equation}
r^2(t)=E+\sqrt{E^2-L^2}\,\cos2t .
\end{equation}
The mean is $E$, in agreement with (\ref{diag}). The Fourier component at frequency $2$ is half the amplitude. For large $n$, with $E\approx2n+l$ and $L\approx l$, it is
\begin{equation}
\tfrac12\sqrt{(2n+l)^2-l^2}=\sqrt{n(n+l)},
\end{equation}
which is the leading form of (\ref{off}). For $l\gg n$ the ratio of the off-diagonal to the diagonal element falls as $\sqrt{(n+1)/l}$: the ratio of the semi-axes approaches one, and the oscillation of $r^2$ becomes small compared with its mean. The off-diagonal element itself still grows, as $\sqrt l$ at fixed $n$.

\section{Numbers for $l=2$}

Here $2k=3.5$, $k=1.75$ and $C=1.75\times0.75=1.3125$. For $n=1$ the diagonal element is $2+3.5=5.5$, so the root-mean-square radius is $\sqrt{5.5}\,b=2.345\,b$. The element to $n=2$ is $\sqrt{2\times4.5}=3$.

For comparison, the radial equation
\begin{equation}
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+\frac{r^2}2\right]u=Eu
\end{equation}
was solved without the algebra. The second derivative was replaced by the three-point difference on a grid of step $0.005\,b$ reaching to $12\,b$, with $u=0$ at both ends, and the resulting matrix was diagonalized. In the table ``alg.'' denotes the formulas and ``grid'' this solution, with $u$ positive near the origin. Elements are in $b^2$.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $\langle n|r^2|n\rangle$ & grid & $\langle n+1|r^2|n\rangle$ & grid\\
 & alg. & & alg. & \\
0 & 3.5 & 3.5000 & 1.8708 & $-1.8708$\\
1 & 5.5 & 5.5000 & 3.0000 & $-3.0000$\\
2 & 7.5 & 7.4999 & 4.0620 & $-4.0620$\\
3 & 9.5 & 9.4998 & & 
\end{tabular}
\end{center}

The opposite signs are the phase change traced above. The grid value of $\langle2|r^2|0\rangle$ is zero to four decimals. For $l$ and $n$ from 0 to 3, the largest deviation of the grid from the formulas is $9\times10^{-5}\,\hbar\omega$ in the energies and $2\times10^{-4}\,b^2$ in the elements of $r^2$.

Higher even powers follow by matrix multiplication. Since $r^2$ connects $n$ only to itself and its neighbours,
\begin{equation}
\langle n|r^4|n\rangle=(2n+2k)^2+(n+1)(n+2k)+n(n+2k-1).
\end{equation}
For $n=1$ this is $30.25+9+3.5=42.75$ in units of $b^4$; the grid gives 42.7495. The last two terms are the variance of $r^2$, here $12.5\,b^4$.

\section{A stiffer spring}

Add $V=g\,r^2/2$ to $H$. The result is known independently. Put $\mathbf r=\lambda\mathbf r'$ and $\mathbf p=\mathbf p'/\lambda$ with $\lambda=(1+g)^{-1/4}$, which preserves the commutators. Then
\begin{equation}
\tfrac12p^2+\tfrac12(1+g)r^2=\sqrt{1+g}\;\tfrac12(p'^2+r'^2),\qquad
E_n(g)=\sqrt{1+g}\,(2n+2k).
\label{exact}
\end{equation}
Perturbation theory must reproduce this with the elements (\ref{diag}) and (\ref{off}). The first-order shift is $\tfrac g2(2n+2k)$. In second order the state below contributes with energy denominator $+2$ and the state above with $-2$:
\begin{align}
E_n^{(2)}&=\frac{g^2}4\left[\frac{n(n+2k-1)}2-\frac{(n+1)(n+2k)}2\right]\nonumber\\
&=\frac{g^2}8\left[-2n-2k\right]=-\frac{g^2}8(2n+2k).
\end{align}
This agrees with $\sqrt{1+g}=1+g/2-g^2/8+g^3/16-\dots$, and it tests the difference between the squares of neighbouring off-diagonal elements. Taken for all levels from $n=0$ upward, it fixes the magnitudes of these elements but not their signs.

For $g=0.2$, $l=2$, $n=0$ the second-order energy is $3.5\,(1+0.1-0.005)=3.8325$. Diagonalizing $H+V$ in the lowest 60 ladder states gives 3.83406, and the grid with the stiffer potential gives 3.83405. For $n=3$ the three values are 10.4025, 10.40673 and 10.40663. Second order is low by about $0.04\%$ of the energy in both cases. The relative error does not depend on $n$, because the second-order and the exact energies are both proportional to $2n+2k$.

Equation (\ref{exact}) requires $g>-1$. At $g=-1$ the spring is gone, the particle is free, and no discrete levels remain. For a general central potential the three operators still obey su(1,1) with the same $k$, since neither fact refers to the Hamiltonian. The Hamiltonian is then no longer proportional to $K_0$, however, and (\ref{diag}) and (\ref{off}) describe $r^2$ in an oscillator basis, not between the energy eigenstates of that potential.

Numerical values quoted here were computed with a short program.
